# One-phonon spin relaxation: detailed balance and numerical errors, part 2

A spin centre in a harmonic crystal relaxes by one-phonon transitions. Its $T_1$ is to be computed on a finite $\mathbf q$ mesh, where the energy-conserving delta function needs a width $\sigma$. Units are Hartree atomic units with $\hbar=1$, $\mu_B=\tfrac12$, temperature $T$ in $E_h$ and $\beta=1/T$.

The spin Hamiltonian $H=\mathbf S\cdot D\cdot\mathbf S+\mu_B\,\mathbf B\cdot g\cdot\mathbf S=\sum_kp_kO_k$ has levels $E_a$, with $\omega_{ab}=E_a-E_b$ and $O_{k,ab}=\langle a|O_k|b\rangle$. Central differences with step $h$ give the gradients $G_{i\mu,k}$ of $p_k$ for cluster atom $i$ at $\mathbf R_i$, with truncation error $h^2p_k'''/6$. Translation requires $\sum_iG_{i\mu,k}=0$. The rotation rule requires $D$ and $g$ to turn with the cluster at fixed $\mathbf B$.

The host has $N^3$ cubic cells of side $\ell$ and mass $M$, with springs $k_{\mathbf R}$ along bonds $\mathbf R$. Modes $m=(\mathbf q,\lambda)$ have eigenvalues $\omega_m^2$ and real eigenvectors $\mathbf e_m$ of

$$\mathcal D_{\mu\mu'}(\mathbf q)=\frac1M\sum_{\mathbf R}k_{\mathbf R}\hat R_\mu\hat R_{\mu'}\,(1-\cos\mathbf q\cdot\mathbf R).$$

Their couplings and the spectral matrix are

$$\kappa_{km}=\frac{1}{\sqrt{2M\omega_m}}\sum_{i\mu}G_{i\mu,k}\,e_{m\mu}\,e^{i\mathbf q\cdot\mathbf R_i},$$

$$J_{kl}(\omega)=\frac1{N^3}\sum_m\mathrm{Re}\left(\kappa_{km}\kappa_{lm}^*\right)\delta(\omega-\omega_m).$$

$J$ is symmetric and positive semidefinite. For $N\to\infty$, with $\mathbf q=q\mathbf n$,

$$J_{kl}(\omega)=\left(\frac{\ell}{2\pi}\right)^3\int d\Omega_{\mathbf n}\sum_\lambda\frac{q_\lambda^2\,\mathrm{Re}(\kappa_k\kappa_l^*)}{\partial\omega_\lambda/\partial q},\qquad\omega_\lambda(q_\lambda\mathbf n)=\omega. \tag{1}$$

Here $J(\omega)=\omega^3P(\omega^2)$ with $P$ a power series, and the odd continuation $J(-\omega)=-J(\omega)$ is smooth.

With $n(\omega)=1/(e^{\beta\omega}-1)$ and $n_m=n(\omega_m)$,

$$\Gamma_{kl}(\omega)=2\pi J_{kl}(|\omega|)\times\begin{cases}n(\omega)+1,&\omega>0\\ n(|\omega|),&\omega<0,\end{cases}$$

and $\Gamma(0)=0$. With $Y_{ij,rs}(\omega)=\sum_{kl}\Gamma_{kl}(\omega)O_{k,ij}O_{l,rs}$, the spin density matrix $\rho$ obeys $\dot\rho_{ab}=-i\omega_{ab}\rho_{ab}+\sum_{cd}\mathcal R_{ab,cd}\rho_{cd}$, where

$$\mathcal R_{ab,cd}=\tfrac12\left[Y_{db,ac}(\omega_{ca})+Y_{db,ac}(\omega_{db})\right]-\tfrac12\delta_{bd}\sum_rY_{ar,rc}(\omega_{cr})-\tfrac12\delta_{ac}\sum_rY_{dr,rb}(\omega_{dr}). \tag{2}$$

The secular mask keeps only $\omega_{ab}=\omega_{cd}$. The population block then has jump rates $W_{a\leftarrow c}$ and nonzero eigenvalues $-1/T_1$. With $\gamma_a=\sum_{r\neq a}W_{r\leftarrow a}$, coherences decay at

$$\frac1{T_{2,ab}}=\frac{\gamma_a+\gamma_b}2+\frac12\sum_{kl}\Gamma_{kl}(0)\,\delta O_k\,\delta O_l,\qquad\delta O_k=O_{k,aa}-O_{k,bb}. \tag{3}$$

For $\omega=\omega_{ba}>0$ and $J_{ab}(\omega)=\sum_{kl}J_{kl}(\omega)O_{k,ba}O_{l,ab}$,

$$W_{a\leftarrow b}=2\pi J_{ab}(n+1),\qquad W_{b\leftarrow a}=2\pi J_{ab}\,n,\qquad\frac{W_{a\leftarrow b}}{W_{b\leftarrow a}}=\frac{n+1}n=e^{\beta\omega}. \tag{4}$$

### What naive smearing does to equilibrium

Let $\delta_\sigma(y)=e^{-y^2/2\sigma^2}/(\sigma\sqrt{2\pi})$. The direct replacement of delta functions in the transform of $C(s)$ keeps the occupation of each mode at its own frequency. For one transition, with mode weights $V_m=N^{-3}\sum_{kl}\mathrm{Re}(\kappa_{km}\kappa_{lm}^*)O_{k,ba}O_{l,ab}$,

$$F_\sigma(\omega)=2\pi\sum_mV_m\left[(n_m+1)\delta_\sigma(\omega-\omega_m)+n_m\delta_\sigma(\omega+\omega_m)\right],$$

and the downward and upward rates are $F_\sigma(\omega)$ and $F_\sigma(-\omega)$. Expanding the square in the exponent gives the shift identity

$$\delta_\sigma(y-\beta\sigma^2)=\delta_\sigma(y)\,e^{\beta y-\beta^2\sigma^2/2}.$$

Apply it to $F_\sigma(\omega-\beta\sigma^2)$ with $y=\omega-\omega_m$ in the first term and $y=\omega+\omega_m$ in the second, and multiply by $e^{-\beta\omega+\beta^2\sigma^2/2}$. The first term becomes $(n_m+1)e^{-\beta\omega_m}\delta_\sigma(\omega-\omega_m)=n_m\delta_\sigma(\omega-\omega_m)$. The second becomes $n_me^{\beta\omega_m}\delta_\sigma(\omega+\omega_m)=(n_m+1)\delta_\sigma(\omega+\omega_m)$. Because $\delta_\sigma$ is even, these are the two terms of $F_\sigma(-\omega)$. So, mode by mode and on any mesh,

$$F_\sigma(-\omega)=e^{-\beta\omega+\beta^2\sigma^2/2}\,F_\sigma(\omega-\beta\sigma^2). \tag{5}$$

The violation of (4) is therefore

$$\eta=\ln\frac{F_\sigma(\omega)}{F_\sigma(-\omega)}-\beta\omega=\ln F_\sigma(\omega)-\ln F_\sigma(\omega-\beta\sigma^2)-\tfrac12\beta^2\sigma^2 .$$

On a converged mesh the first difference is $\beta\sigma^2F'/F+O(\sigma^4)$ with $F=2\pi J_{ab}(n+1)$. Differentiating the Bose function gives $n'=-\beta n(n+1)$, so $F'/F=J_{ab}'/J_{ab}-\beta n$ and

$$\eta=\sigma^2\left[\beta\frac{J'_{ab}}{J_{ab}}-\beta^2\left(n+\tfrac12\right)\right]+O(\sigma^4). \tag{6}$$

For $J\propto\omega^3$ this is $(\beta\sigma^2/\omega)\,[3-\beta\omega(n+\tfrac12)]$. At high temperature $\beta\omega(n+\frac12)\to1$ and $\eta\to2\beta\sigma^2/\omega>0$. The rising $J$ weights modes above resonance, which are less occupied, so the spin sees a bath that is too cold. At low temperature $n\to0$ and $\eta$ changes sign near $\beta\omega=6$, beyond which absorption from the more populated modes below resonance wins and the bath looks too hot. No mesh refinement removes $\eta$. The violations also fail to add around a cycle of three levels, $\eta_{01}+\eta_{12}\ne\eta_{02}$, in general. A stationary state without currents would have $\rho_{aa}/\rho_{bb}=W_{a\leftarrow b}/W_{b\leftarrow a}=e^{\beta\omega_{ba}+\eta_{ab}}$ for every pair, and $(\rho_{00}/\rho_{11})(\rho_{11}/\rho_{22})=\rho_{00}/\rho_{22}$ would force the $\eta$ to add. The stationary state therefore carries a circulating probability current, and except by coincidence its populations do not fit a single temperature.

### The balanced scheme

The cure is to smear only the temperature-independent quantity and to evaluate $n$ at the spin frequency:

$$J_{kl}^{\sigma,N}(\omega)=\frac1{N^3}\sum_m\mathrm{Re}(\kappa_{km}\kappa_{lm}^*)\,K_\sigma(\omega,\omega_m),\qquad K_\sigma=\delta_\sigma(\omega-\omega_m)-\delta_\sigma(\omega+\omega_m).$$

For positive $\omega$ and $\omega_m$ one has $|\omega-\omega_m|<\omega+\omega_m$, so $K_\sigma>0$ and $J^{\sigma,N}$ stays symmetric and positive semidefinite. The proof of (4) used nothing else. Detailed balance, real rates and the Lindblad form hold for every $N$ and $\sigma$, however poorly converged. A Gibbs stationary state is consequently no evidence that the rates are accurate. The procedure is:

1. Compute $G$ by central differences, check the ratio 4 under doubling of $h$, subtract the mean over atoms, and test the rotation rule.
2. Diagonalize $H$ and transform the $O_k$ to its eigenbasis.
3. Diagonalize $\mathcal D(\mathbf q)$ on the shifted mesh $q_\mu=2\pi(j_\mu+\tfrac12)/(N\ell)$, which avoids $\omega=0$, and form $\kappa_{km}$. Lattice symmetries may generate the phonons from a wedge, but $\kappa$ must be recomputed for each image, since the spin site has lower symmetry.
4. Accumulate $J^{\sigma,N}$ at each positive Bohr frequency, build $\Gamma(\pm\omega)$, and set $\Gamma(0)=0$.
5. Assemble (2), apply the secular mask, and diagonalize the population block.
6. Converge in $N$ at fixed $\sigma$, then extrapolate $\sigma\to0$.

The order in the last step cannot be reversed: at fixed $N$, $\sigma\to0$ gives zero rates unless a mode happens to be exactly resonant.

### Error from the width

For $N\to\infty$, $J^\sigma(\omega)=\int_0^\infty J(\omega')K_\sigma(\omega,\omega')\,d\omega'$. Substituting $\omega'\to-\omega'$ in the second term of $K_\sigma$ and using the odd continuation turns this into a convolution over the whole real line, $J^\sigma(\omega)=\int J(\omega+y)\delta_\sigma(y)\,dy$. Since the continued $J$ is smooth at zero, it may be expanded in $y$. The Gaussian moments are $\langle y^2\rangle=\sigma^2$, $\langle y^4\rangle=3\sigma^4$, the odd ones vanish, and

$$J^\sigma=J+\frac{\sigma^2}{2}J''+\frac{\sigma^4}{8}J''''+\dots \tag{7}$$

For $J=P_0\omega^3$ the series ends, $J^\sigma=P_0(\omega^3+3\sigma^2\omega)$, and the relative bias is $3\sigma^2/\omega^2$. It is positive and largest for the lowest transition. A one-sided Gaussian without the mirror term would add a non-polynomial error of at most $P_0\sigma^3\sqrt{2/\pi}\,e^{-\omega^2/2\sigma^2}$, because $(\omega+\omega')^2\ge\omega^2+\omega'^2$. The series (7) also needs $\omega$ to be several $\sigma$ away from any van Hove point.

Two widths $\sigma_1<\sigma_2$ remove the leading term. In $(\sigma_2^2J^{\sigma_1}-\sigma_1^2J^{\sigma_2})/(\sigma_2^2-\sigma_1^2)$ the coefficient of $J$ is 1, the $J''$ terms cancel, and the fourth-order terms give $(\sigma_2^2\sigma_1^4-\sigma_1^2\sigma_2^4)/(\sigma_2^2-\sigma_1^2)=-\sigma_1^2\sigma_2^2$. The Richardson estimate is $J-\sigma_1^2\sigma_2^2J''''/8$, exact for a cubic $J$. It amplifies mesh errors by up to $(\sigma_1^2+\sigma_2^2)/(\sigma_2^2-\sigma_1^2)$, and as a difference of matrices it need not be positive semidefinite, so positivity has to be checked. Symmetry, and with it detailed balance, survives.

The term $3P_0\sigma^2\omega$ explains why $\Gamma(0)$ is set to zero by hand. The limit $\omega\to0$ of $2\pi J^\sigma(\omega)n(\omega)$ is $2\pi T\,dJ^\sigma/d\omega|_0\approx6\pi T\sigma^2P(0)$, and (3) would then contain a dephasing rate $3\pi T\sigma^2\sum_{kl}P_{kl}(0)\delta O_k\delta O_l$ that is an artefact of the width. On the mesh the slope follows from $\partial_\omega K_\sigma|_{\omega=0}=2\omega_m\delta_\sigma(\omega_m)/\sigma^2$.

### Error from the mesh

Write $J^{\sigma,N}=N^{-3}\sum_{\mathbf q}f(\mathbf q)$, where $f$ contains the branch sum. The kernel is odd in $\omega_m$, so $K_\sigma/2\omega_m=\varphi(\omega_m^2)$ is an entire function of $\omega_m^2$, and $\sum_\lambda e_\mu e_{\mu'}\varphi(\omega_\lambda^2)=[\varphi(\mathcal D(\mathbf q))]_{\mu\mu'}$ is an analytic matrix function of $\mathbf q$. The cusp of $\omega(\mathbf q)$ at the zone centre and the kinks at branch crossings drop out of $f$. Without the mirror term the cusp would remain and add an algebraic error in $1/N$.

Expand the periodic $f$ as $\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}$ over lattice vectors. In one dimension, with $R=r\ell$,

$$\frac1N\sum_{j=0}^{N-1}e^{2\pi i(j+1/2)r/N}=e^{i\pi r/N}\cdot\frac1N\sum_je^{2\pi ijr/N},$$

and the geometric sum is 1 for $r=NL$ with integer $L$ and zero otherwise. The prefactor is then $(-1)^L$. In three dimensions

$$J^{\sigma,N}-J^{\sigma}=\sum_{\mathbf L\ne0}(-1)^{L_x+L_y+L_z}f_{N\ell\mathbf L},$$

because $f_0$ is the zone average $J^\sigma$. The signs show that the shifted mesh is a supercell with antiperiodic boundary conditions, and the error is the interaction of the spin with its images at distance $N\ell$.

The size of $f_{\mathbf R}$ follows from the time representation. Since $\delta_\sigma(y)=(2\pi)^{-1}\int e^{iyt-\sigma^2t^2/2}dt$, the kernel has the integrand $e^{i\omega t}(e^{-i\omega_mt}-e^{i\omega_mt})=-2i\,e^{i\omega t}\sin\omega_mt$, whose even part is $2\sin\omega t\sin\omega_mt$. Thus $K_\sigma=(2/\pi)\int_0^\infty e^{-\sigma^2t^2/2}\sin\omega t\,\sin\omega_mt\,dt$, and

$$f_{\mathbf R}=\frac1\pi\int_0^\infty dt\,e^{-\sigma^2t^2/2}\sin\omega t\sum_{ii'\mu\mu'}G_{i\mu,k}G_{i'\mu',l}\,\bar{\mathcal G}_{\mu\mu'}(t),$$

where $\bar{\mathcal G}$ is the mean of $\mathcal G$ at $\mathbf R\pm(\mathbf R_i-\mathbf R_{i'})$ and $\mathcal G_{\mu\mu'}(\mathbf R,t)$ is the zone average of $\sum_\lambda e_\mu e_{\mu'}\cos(\mathbf q\cdot\mathbf R)\sin(\omega_mt)/M\omega_m$. This $\mathcal G$ solves the lattice equation of motion with zero displacement and velocity $1/M$ on one atom at $t=0$: it is the classical response to a unit impulse. Its main part arrives from about $t_N=N\ell/v_{\max}$ on, when the fastest long wave has crossed the distance. The front is not sharp: on a lattice it has a finite width, and the extent of the cluster shortens some of the distances, so a weaker signal arrives earlier and gains weight under the window as $\sigma$ grows. At $t_N$ the Gaussian window has fallen to

$$e^{-x^2/2},\qquad x=\frac{\sigma N\ell}{v_{\max}}. \tag{8}$$

A Gaussian width is a limit on the memory time, and the mesh is converged when the emitted phonon is forgotten before it returns through the boundary. Equation (8) is an envelope and does not fix the prefactor. The echo is weakened by spherical spreading, a factor $1/(qN\ell)$ that turns the $\omega^3$ of $J$ into $\omega^2$, and by the small weight of the fastest branch. Its dependence on $\sigma$ has a polynomial part as well. Completing the square shifts the centre of the Gaussian to $\omega+i\sigma^2t$:

$$\int\delta_\sigma(\omega-\omega')\,\omega'^2e^{i\omega't}\,d\omega'=e^{i\omega t-\sigma^2t^2/2}\left[(\omega+i\sigma^2t)^2+\sigma^2\right].$$

At $t=t_N$, $\sigma^2t=\sigma x$, so the prefactor grows roughly as $1+(\sigma x/\omega)^2$. The factor $e^{i\omega t_N}$ makes the sign of the error oscillate with $N$ and $\omega$.

For a single width the two errors define a working window, $4v_{\max}/(N\ell)\lesssim\sigma\ll\omega_{\min}$. For a target relative error $\varepsilon$ without extrapolation, $\sigma=\omega\sqrt{\varepsilon/3}$ and $x=\sqrt{2\ln(1/\varepsilon)}$, so the number of mesh points scales as $\omega^{-3}\varepsilon^{-3/2}$ up to the logarithm. Richardson extrapolation allows a much larger $\sigma$ and is the cheaper way to accuracy.

### A reference without smearing

Equation (1) gives $J$ with neither $N$ nor $\sigma$. For each direction and sorted branch the root $q_\lambda$ is found by Newton iteration, with the slope from the Hellmann–Feynman relation $\partial\omega/\partial q=\mathbf e^T(\partial_q\mathcal D)\mathbf e/2\omega$. The angles are integrated with $n_\theta$ Gauss–Legendre nodes in $\cos\theta$ and $2n_\theta$ equally spaced $\phi$. Individual branches have kinks where they cross, but the sum over $\lambda$ is the sum of residues of a function containing $[\omega^2-\mathcal D(q\mathbf n)]^{-1}$ at the three positive roots. This is a contour integral around all three, and it is analytic in $\mathbf n$. The quadrature therefore converges exponentially, at a rate set by the nearest complex direction where a root meets a turning point $\partial\omega/\partial q=0$. That direction approaches the real sphere as $\omega$ rises towards the first van Hove point, so the angular grid must be refined there. In the example, for the matrix $J(\omega_{20})$ and relative to its largest element, the errors against $n_\theta=40$ are $2.6\times10^{-4}$, $2.1\times10^{-7}$ and $8.9\times10^{-12}$ for $n_\theta=12,20,32$. The logarithm falls by 7.1 over the first 8 nodes and by 10.1 over the next 12, a nearly constant rate. A Chebyshev table of $P(\omega^2)$ reproduces direct evaluations at the three transition frequencies to $3.1\times10^{-11}$ of the largest matrix element and supplies $J''$, $J'/J$ and the convolution $J^\sigma$.

### Worked example

All parameters are chosen inputs. The lattice is simple cubic with $\ell=11.9$ bohr (printed as a), $M=1.31248\times10^6\,m_e$, and first- and second-neighbour springs $k_1=0.0072$, $k_2=0.0024\ E_h/\text{bohr}^2$. Each cell is one rigid mass. Summing the bonds for $\mathbf q=(q,0,0)$ gives $M\omega_L^2=2(k_1+2k_2)(1-\cos q\ell)$ and $M\omega_T^2=2k_2(1-\cos q\ell)$. The speeds are $v_L=\ell\sqrt{(k_1+2k_2)/M}=1.1379\times10^{-3}$ and $v_T=\ell\sqrt{k_2/M}=5.0887\times10^{-4}$, and the transverse branch ends at $2v_T/\ell=8.5524\times10^{-5}E_h$, the first van Hove point. The value $v_L$ is used for $v_{\max}$.

The spin is $S=1$ with model tensors summed over the six neighbours at distance $r_j$ and direction $\mathbf n_j$,

$$D=\sum_jb_{D,j}\left(\frac{\ell}{r_j}\right)^{6}\left(\mathbf n_j\mathbf n_j^T-\tfrac13\right),\qquad g=g_e+\sum_jb_{g,j}\left(\frac\ell{r_j}\right)^4\mathbf n_j\mathbf n_j^T .$$

In the order $+x,-x,+y,-y,+z,-z$, $b_D=(1.6,1.6,0.9,0.9,3.2,2.4)\times10^{-5}E_h$ and $b_g=(0.08,0.08,0.10,0.10,0.13,0.11)$. The $b_D$ sum to $10.6\times10^{-5}$, so $D_{zz}=(5.6-10.6/3)\times10^{-5}=2.0667\times10^{-5}$, and likewise $D_{xx}=-0.3333\times10^{-5}$, $D_{yy}=-1.7333\times10^{-5}$. The $g$ diagonal is $(2.1623,2.2023,2.2423)$. The field is 1 T $=4.25438\times10^{-6}$ a.u. at polar angle $30^\circ$ and azimuth $20^\circ$, and $T=4$ K $=1.26672\times10^{-5}E_h$.

**Gradients.** The largest element is the change of $D_{zz}$ when the $+z$ neighbour moves along its bond: $\tfrac23\cdot6\cdot3.2\times10^{-5}/11.9=1.0756\times10^{-5}E_h/$bohr. For $r^{-6}$ the ratio of third to first derivative is $7\cdot8/\ell^2$, so at $h=0.01$ bohr the predicted relative error is $10^{-4}\cdot56/(6\cdot11.9^2)=6.59\times10^{-6}$, equal to the measured value. The doubling ratio is 4.000, and the rotation rule and a frozen-mode derivative hold to $2.8\times10^{-6}$ and $6.0\times10^{-6}$ of their largest component, the same truncation level.

**Levels.** In zero field the state annihilated by $S_\mu$ has $S_{\mu'}^2=1$ for the other two axes, so its energy is the sum of the other two diagonal elements, $-D_{\mu\mu}$ for traceless $D$. The field moves these values, $-2.0667$, $0.3333$ and $1.7333$ in units of $10^{-5}E_h$, to $-2.08185$, $0.224513$ and $1.85733$. The transitions 01, 02, 12 have frequencies $2.30636$, $3.93918$, $1.63282\times10^{-5}E_h$; the largest is $3.93918\times10^{-5}\times219474.6=8.65$ cm$^{-1}$. Then $\beta\omega=1.8207,\,3.1097,\,1.2890$ and $n=0.1932,\,0.0467,\,0.3803$.

The balanced scheme keeps detailed balance at every mesh size and width, and the error laws and a reference without smearing are in place. With the gradients and levels of the example known, its relaxation rates, the numerical tests of these laws and the limits of the method remain.
